# Choosing SVQB for Block Orthonormalization: Threshold, Passes and Dependent Vectors

## Definitions and conventions

A block eigensolver holds $m$ trial vectors as the columns of a real matrix $X$ with $n\ge m$ rows, and needs an orthonormal basis for them. There are several ways to obtain one. The method treated here is SVQB, which works through the eigenvectors of the Gram matrix. Its settings are a floor for small eigenvalues, a tolerance and a maximum number of passes.

The inner product is the ordinary dot product. $\|\cdot\|$ is the Euclidean norm of a vector and the largest singular value of a matrix. For symmetric matrices, $A\le B$ means $v^TAv\le v^TBv$ for every $v$. The condition number $\kappa$ is the largest singular value divided by the smallest. The machine epsilon is $\varepsilon=2.22\times10^{-16}$. All columns of $X$ are nonzero, and overflow and underflow are excluded.

One pass consists of four operations:

1. Form $S=X^TX$ and $D=\mathrm{diag}(S)^{-1/2}$. The block $Y=XD$ has columns of unit length.
2. Diagonalize the scaled Gram matrix, $G=DSD=U\Lambda U^T$, with eigenvalues $\lambda_i$.
3. Replace each eigenvalue by $\mu_i=\max(\lambda_i,\tau)$, where $\tau=\varepsilon\lambda_{\max}$. An eigenvalue that is changed is called floored.
4. Return $Q=YU\mu^{-1/2}$, where $\mu$ is the diagonal matrix of the $\mu_i$.

The pass is repeated with $Q$ in place of $X$ until the orthogonality error $\|Q^TQ-I\|$ is below the tolerance.

## What exact arithmetic allows

Without rounding, $Y^TY=G$, and therefore

$$Q^TQ=\mu^{-1/2}U^TGU\mu^{-1/2}=\mu^{-1/2}\Lambda\mu^{-1/2}=\mathrm{diag}(\lambda_i/\mu_i).$$

The columns are mutually orthogonal. An unfloored column has length 1, and a floored one has length $\sqrt{\lambda_i/\tau}<1$. If $X$ has full rank, every length is positive, so the scaling in the second pass completes the task: two passes suffice.

If the columns of $X$ are dependent, some $\lambda_i=0$ and the corresponding column of $Q$ vanishes. Every column of $Q$ is a combination of columns of $X$, so no number of exact passes can produce $m$ orthonormal vectors. When the method nevertheless delivers them on a computer, the missing directions have come from round-off. This happens in a test below, but it is not guaranteed.

## Why the columns are scaled first

In a computed dot product of length $n$, each term acquires at most $n$ rounding factors $1+\delta$ with $|\delta|\le\varepsilon/2$. To leading order in $n\varepsilon$, the error of $S_{ij}$ is thus at most

$$\frac{n\varepsilon}{2}\sum_k|X_{ki}||X_{kj}|\le\frac{n\varepsilon}{2}\|x_i\|\|x_j\|,$$

by the Cauchy–Schwarz inequality. Scaling divides by $\|x_i\|\|x_j\|$, which leaves at most $n\varepsilon/2$, plus a few roundings from the scaling itself. The column lengths have dropped out. The norm of an $m\times m$ matrix is at most $m$ times its largest entry, so the Gram error has norm at most about $mn\varepsilon/2$. This is a worst case, not an estimate of the typical error.

Without scaling, a column of length $\ell$ that is orthogonal to all others contributes the eigenvalue $\ell^2$. If all columns are orthogonal and the longest has length 1, the floor is $\varepsilon$, and a column with $\ell=10^{-12}$ leaves the pass with squared length $\ell^2/\varepsilon=10^{-24}/(2.22\times10^{-16})=4.5\times10^{-9}$. It has been floored although it was perfectly independent. For orthogonal columns with lengths from 1 to $10^{-12}$, one unscaled pass left an error of 1.000 and one scaled pass $3.3\times10^{-15}$. Scaling should stay switched on.

## What one pass does to a nearly dependent block

Let $M=Y^TY$ be the true Gram matrix, and let

$$G=M+E,\qquad e=\|E\|,\qquad s=\sigma_{\min}(Y)^2 .$$

$E$ collects the errors of forming and diagonalizing the Gram matrix, so that $G=U\Lambda U^T$ holds for the computed eigenpairs. $U$ is treated as orthogonal; its departure from orthogonality is of order $\varepsilon$. Define $\tilde G=U\mu U^T$, which is positive definite because every $\mu_i\ge\tau>0$.

For any $x\neq0$ put $v=U\mu^{-1/2}x$. Then $Qx=Yv$ and $x=\mu^{1/2}U^Tv$, so

$$\frac{\|Qx\|^2}{\|x\|^2}=\frac{v^TMv}{v^T\tilde Gv}.$$

The extremes of this ratio are the extreme squared singular values of $Q$.

**Lower bound.** Since $M\ge0$, no eigenvalue of $G$ lies below $-e$. Flooring raises an eigenvalue by $\max(0,\tau-\lambda_i)\le\tau+e$. Hence

$$\tilde G\le G+(\tau+e)I\le M+\eta I,\qquad \eta=\tau+2e,$$

where the second step used $G\le M+eI$. For a unit vector $v$ with $a=v^TMv\ge s$, the ratio is at least $a/(a+\eta)$. This function increases with $a$, so

$$\sigma_{\min}(Q)^2\ge\frac{s}{s+\eta}.$$

**Upper bound.** From $M=G-E$ and $\tilde G\ge G$ follows $M\le\tilde G+eI$. Also $\tilde G\ge\tau I$, so $I\le\tilde G/\tau$. Together,

$$\sigma_{\max}(Q)^2\le1+\frac e\tau .$$

**Next pass.** No column of $Q$ is longer than $\sigma_{\max}(Q)$. Scaling the columns to unit length therefore multiplies each by at least $1/\sigma_{\max}(Q)$, and the smallest singular value falls by no more than this factor. The new value $s'$ obeys

$$s'\ge\frac{s}{(s+\eta)(1+e/\tau)}.$$

For $s\ll\eta$ the right side is about $s/[\eta(1+e/\tau)]$: a very small $s$ is multiplied by at least a number of order $1/\tau$, if $e$ is comparable with $\tau$. For $s\gg\eta$ it tends to $1/(1+e/\tau)$, so the next block is well conditioned if $e$ is not much larger than $\tau$.

Both bounds on $Q$ were tested on 300 blocks with a deliberate error $E$ far above round-off, 172 with flooring and 128 without. The largest ratio of the lower bound to the actual value was 1.000. Such agreement is expected whenever $s\gg\eta$, because both are then close to 1; it does not show that the bound is sharp for small $s$.

## The last passes: no flooring

If all $\lambda_i\ge\tau$, then $\mu=\Lambda$. Inserting $M=G-E$ gives

$$Q^TQ-I=\Lambda^{-1/2}U^T(G-E)U\Lambda^{-1/2}-I=-\Lambda^{-1/2}U^TEU\Lambda^{-1/2},$$

because $U^TGU=\Lambda$. Each factor $\Lambda^{-1/2}$ has norm $\lambda_{\min}^{-1/2}$, so

$$\|Q^TQ-I\|\le\frac{e}{\lambda_{\min}(G)}.$$

For $e\ll s$ the denominator is close to $s=\sigma_{\max}(Y)^2/\kappa^2$. With $e$ of order $\varepsilon\sigma_{\max}(Y)^2$, the error is of order $\varepsilon\kappa^2$. The square appears because the Gram matrix squares the singular values.

For $\kappa=6.94\times10^3$ the product $\varepsilon\kappa^2$ is $1.1\times10^{-8}$, and the error after one pass was $2.6\times10^{-9}$. For $\kappa=5.04\times10^5$ the two numbers are $5.6\times10^{-5}$ and $7.9\times10^{-6}$. The law gives the order of magnitude, not the prefactor.

If one pass leaves an error $\delta\ll1$, the squared singular values of its result lie between $1-\delta$ and $1+\delta$. The next Gram matrix is then close to the identity, and the next error is of order $e$. In both cases above a second pass reached $2\times10^{-15}$ or less.

## Where the new directions come from

The product $YU\mu^{-1/2}$ is also rounded. The rounding error in column $j$ is proportional to $\mu_j^{-1/2}$, because that factor multiplies every term of the sum. The error matrix can therefore be written $F\mu^{-1/2}$, with $\|F\|$ of order $\varepsilon$ times a modest function of $m$. With $\Delta Y=FU^T$,

$$Q=YU\mu^{-1/2}+F\mu^{-1/2}=(Y+\Delta Y)U\mu^{-1/2}.$$

The computed pass is a pass without product rounding on the slightly changed block $Y+\Delta Y$. The bounds apply with this block in place of $Y$, and the resulting change of $M$, again of order $\varepsilon$, is counted in $E$.

Singular values well above $\|\Delta Y\|$ are hardly affected. Rounding in the scaling $Y=XD$ may already have removed an exact dependence among the columns of $X$. If $Y$ is still singular, everything depends on whether $\Delta Y$ makes the changed block nonsingular. A null vector $u$ then gives a short column, with a length of order $\varepsilon/\sqrt\tau$ or roughly $\sqrt\varepsilon\approx10^{-8}$, and the next scaling enlarges it to length 1. Only part of this column is new. The computed $u$ has an error of its own, which adds a component inside the original span, and this component can be the larger one. Later passes then separate the new part from the old.

The role of round-off was tested with an integer block of 8 columns and rank 5. After one pass the longest null column had length $2.1\times10^{-8}$ in double precision. With the same floor and 50-digit arithmetic it was $2.7\times10^{-43}$. The length follows the working precision, so it is due to round-off. The test does not separate the contributions of the scaling, the eigenvectors and the product. In double precision three passes gave 8 orthonormal vectors, and three directions of the final space lay outside the original span.

**When it fails.** A row of zeros in $X$ remains zero in every pass, since rounding does not alter a sum of zeros. If fewer than $m$ rows are nonzero, the rank of $Q$ stays below $m$. Then some unit vector $x$ has $Qx=0$, so $\|(Q^TQ-I)x\|=1$ and the error is at least 1 after every pass. With 3 nonzero rows and 4 columns, the smallest error in 20 passes was 1.000. Vectors confined to a few grid points or a few basis functions can be in this position. Repeated rows can have the same effect: if equal rows pass through the same sequence of operations, they stay equal, and the rank of $Q$ cannot exceed the number of distinct rows. Equal columns can also fail: the null combination may cancel exactly and give a zero column, for which $D$ is undefined in the next pass. For two equal random columns this happened in 11 of 30 trials. Such a column must be removed or replaced.

## How much of the original space survives

Rearranging the last formula gives $Y+\Delta Y=Q\mu^{1/2}U^T$, so the unit columns of $Y$ lie in the span of $Q$ up to $\|\Delta Y\|$. For a second pass, write $Q_1=Y_2N_2$, where $N_2$ holds the column lengths of $Q_1$, and $T_k=\mu_k^{1/2}U_k^T$. Then

$$Y_1=Q_1T_1-\Delta Y_1=Q_2T_2N_2T_1-\Delta Y_2N_2T_1-\Delta Y_1 .$$

The first term lies in the final span. The factor multiplying $\Delta Y_2$ has norm at most $\sqrt{(1+e/\tau)\lambda_{\max}}$, and $\lambda_{\max}$ is at most about $m$, the trace of $G$. Over a few passes the loss remains a modest multiple of $\varepsilon$.

This protects the columns, but not every combination of them equally. A left singular vector $w=Yr/\sigma$, with $\|r\|=1$, is obtained by dividing by its singular value $\sigma$. If the columns are retained up to $\delta$, then $w$ is retained up to $\delta/\sigma$. Directions whose singular value is comparable with $\delta$ may be lost and replaced by round-off.

## Choosing the settings

**Floor.** While $s\ll\eta$, the guaranteed gain per pass is the inverse of

$$\eta\left(1+\frac e\tau\right)=\frac{(\tau+2e)(\tau+e)}{\tau}=\tau+3e+\frac{2e^2}{\tau}.$$

Its derivative with respect to $\tau$, $1-2e^2/\tau^2$, vanishes at $\tau=\sqrt2\,e$, where the expression equals $(3+2\sqrt2)e\approx5.8e$. By this measure the best floor is comparable with the error of the Gram matrix. A much larger floor lowers the guaranteed gain, which need not mean more passes for a given block; a much smaller one admits eigenvalues that are mostly error and allows overlong columns. The choice $\tau=\varepsilon\lambda_{\max}$ is suitable when $e$ is of that size. If the Gram matrix is accumulated in lower precision, $e$ is larger, and the same argument favours a floor with the $\varepsilon$ of that precision.

**Number of passes.** For an estimate take $e=\tau$ in every pass, so $\eta=3\tau$, and start from $s=\tau^2$, a block at the edge of numerical dependence. The bound gives

$$s'\gtrsim\frac{\tau^2}{3\tau\cdot2}=\frac\tau6,\qquad s''\gtrsim\frac{\tau/6}{(\tau/6+3\tau)\cdot2}=\frac1{38}.$$

The third pass needs no flooring and leaves an error of at most about $38\tau$. A fourth brings it to the level of $e$. The assumption $e=\tau$ is optimistic: for the block of the example below, $e/\tau$ is about 2 in the first pass and about 7 in the next two. With $e=7\tau$ the same steps give $s''\gtrsim7\times10^{-5}$ and a third-pass error of at most about $10^5\tau$, so four passes still suffice. A cap of five passes leaves a margin only for blocks that start near $s=\tau^2$ or are lifted to it by round-off. The round-off in a row is proportional to the size of that row, so a block whose independence rests on very small rows can start far lower and need more passes: 32 Gaussians with exponents from 50 to 100 bohr$^{-2}$ on the grid of the example have 77 nonzero rows, left an error of 1.00 after five passes and converged after nine. If the error is still near 1 at the cap, look for zero, repeated or very small rows, then remove vectors or allow more passes.

**Tolerance.** A tolerance below the round-off error of $Q^TQ$ cannot be met reliably. A few times $m\varepsilon$ is a reasonable working rule for blocks like the example below, which guides it; it is not derived. The round-off of a dot product can also grow with $n$, so blocks with very many rows and few columns may need a looser tolerance.

**Keep or drop.** SVQB returns $m$ vectors even when the block contains fewer useful directions. If the solver accepts a variable block size, the floored columns can be dropped instead. Each stands for a unit combination $u$ with $\|Yu\|^2=\lambda-u^TEu\le\tau+e$. Dropping avoids directions made of round-off, but may also discard small components that carry physical information.

**Cost.** The symmetric Gram matrix requires $m(m+1)/2$ dot products of about $2n$ operations, or about $nm^2$. The product $YU\mu^{-1/2}$ requires $2nm^2$. The diagonalization costs a multiple of $m^3$, which is small when $n$ is much larger than $m$. If the rows are distributed over processors, the Gram matrix needs one global sum per pass. The matrix $Q^TQ$ used for the error check is also the $S$ of the next pass, so it should be reused.

## Worked example: Gaussians for the hydrogen atom

The radial function $u(r)$ of the hydrogen s states is represented on $n=400$ points $r_j=jh$ with $h=0.05$ bohr. The last point lies at 20 bohr, printed as the box length in the output, and the function vanishes one step further out. In Hartree atomic units the Hamiltonian acts as

$$(Hu)_j=-\frac{u_{j+1}-2u_j+u_{j-1}}{2h^2}-\frac{u_j}{jh},\qquad u_0=u_{n+1}=0 .$$

On an unbounded grid, try $u_j=jq^j$ with $0<q<1$. Dividing $Hu=Eu$ by $q^j$ gives terms proportional to $j$ and terms without $j$, which must match separately:

$$E=-\frac{q+q^{-1}-2}{2h^2},\qquad \frac{q^{-1}-q}{2h^2}=\frac1h .$$

The second equation gives $q=\sqrt{1+h^2}-h$, hence $q+q^{-1}=2\sqrt{1+h^2}$ and $E=(1-\sqrt{1+h^2})/h^2=-0.499688$ hartree. This function has no sign change and is the ground state. Diagonalization in the box gives the same value to the printed digits. Its distance from the continuum value $-1/2$ is the error of the grid, not of the basis.

The block consists of $m=32$ functions $r\,e^{-ar^2}$ with $a$ from 0.10 to 0.80 bohr$^{-2}$ in geometric progression. As stored in double precision, the scaled block has the condition number $8.13\times10^{16}$, above $1/\varepsilon=4.50\times10^{15}$. Rounding of the entries limits this number, and only its order of magnitude is reproducible; the exact Gaussians are still closer to dependence, with condition number $2.5\times10^{21}$. The same number of functions spread from 0.10 to 4.00 bohr$^{-2}$ has $3.18\times10^{14}$: closer exponents make the functions more alike.

The highest eigenvalue of the first Gram matrix is 28.355, so $\tau=28.355\times2.22\times10^{-16}=6.30\times10^{-15}$. The lowest is $-3.34\times10^{-15}$. A true Gram matrix has no negative eigenvalue, so $e$ is at least $3.34\times10^{-15}$, about half the floor. Without flooring, $\lambda^{-1/2}$ would not be real.

- Pass 1 starts from $\sigma_{\min}=6.55\times10^{-17}$, floors 18 eigenvalues and leaves an error of 1.0.
- Pass 2 starts from $8.80\times10^{-9}$, floors 6 and leaves 0.96.
- Pass 3 starts from 0.511, floors none and leaves $6.7\times10^{-15}$.

An error near 1 after the first two passes does not mean that they achieved nothing: short columns keep it high while the conditioning improves. The first pass raised $\sigma_{\min}$ by a factor $1.3\times10^8$. With $e$ at its least possible value and no rounding in the product, the bound would guarantee $[\eta(1+e/\tau)]^{-1/2}\approx7\times10^6$. The two numbers are not strictly comparable: the product rounding $\Delta Y$, of order $\varepsilon$, is larger than the initial $\sigma_{\min}$, and the bound applies to the changed block $Y+\Delta Y$. The final error is below $m\varepsilon=7.1\times10^{-15}$; further passes settle at 2 to $3\times10^{-15}$. These figures depend on round-off: reordering the columns or changing the last bit of the entries still gives three passes, but floors 17 or 18 eigenvalues in the first pass and 3 to 7 in the second.

The part of the initial unit columns outside the final span is $\delta=4.6\times10^{-15}$. Fifteen singular directions have $\sigma>10^{-8}$, and each is retained to better than $\delta/10^{-8}=4.6\times10^{-7}$. The other 17 dimensions contain weaker combinations of the Gaussians and round-off.

The lowest Ritz value, the lowest eigenvalue of $Q^THQ$, is $-0.49755$ hartree in the SVQB basis and $-0.49545$ hartree in the 15 retained directions alone. They lie 2.1 and 4.2 millihartree above the grid ground state (2.3 and 4.3 at half the grid spacing). The SVQB value depends on round-off and moves between $-0.49755$ and $-0.49747$ hartree when the columns are reordered or the last bits of the entries change. The larger space gives the lower value, as the variational principle requires up to the small retention error. Most of the gain is available from weak Gaussian combinations alone: the 24 directions with $\sigma>10^{-14}$ give $-0.49734$ hartree, and the span of the exact Gaussians gives $-0.49804$ hartree.

The price appears at the other end: the highest Ritz value is 560 hartree instead of 15.0. It varies between about 510 and 620 hartree with round-off and rises to about 2100 hartree at half the grid spacing. In the span of the exact Gaussians it is only 35 hartree, so the high values come from round-off. For a normalized vector the kinetic energy on this grid is $h^{-2}(1-\sum_ju_ju_{j+1})$. If neighbouring entries are uncorrelated, the sum averages to zero and the energy is about $h^{-2}=400$ hartree. The observed value is of this order. In a run with highest Ritz value 514 hartree, the corresponding vector had $\sum_ju_ju_{j+1}=-0.29$, a kinetic energy of about $1.29\,h^{-2}$: a rough vector. Such vectors do not spoil the lowest Ritz value, but a method sensitive to the top of the projected spectrum should drop them.

One pass costs about $3nm^2=1.23\times10^6$ operations, so the three passes cost $3.7\times10^6$, apart from the diagonalizations and the final check. The complete figures are in the numerical output below.

## Table of computed values

```
Bound test: cases with / without flooring: 172 128
Largest (lower bound)/(actual squared singular value): 1.000
kappa 6.61e+01: error after 1 pass 2.4e-13, after 2 passes 1.5e-15
kappa 6.94e+03: error after 1 pass 2.6e-09, after 2 passes 1.2e-15
kappa 5.04e+05: error after 1 pass 7.9e-06, after 2 passes 1.9e-15
Column lengths 1 to 1e-12: error scaled 3.3e-15, unscaled 1.000
Rank-5 block of 8 columns: passes needed: 3
Longest null column after pass 1: double 2.1e-08, 50 digits 2.7e-43
Final directions outside the original span: 3
3 nonzero rows, 4 columns: least error in 20 passes 1.000
Grid: n = 400, spacing 0.05 bohr, box 20.0 bohr
Gaussians: m = 32, exponents 0.10 to 0.80 bohr^-2
Machine epsilon: 2.220e-16, inverse 4.50e+15
Condition number for exponents 0.10 to 4.00 bohr^-2: 3.18e+14
Initial condition number (unit columns): 8.13e+16
Initial Gram eigenvalues: lowest -3.34e-15, highest 28.355, floor 6.30e-15
Pass 1: incoming sigma_min 6.55e-17, floored 18, error 1.0e+00
Pass 2: incoming sigma_min 8.80e-09, floored 6, error 9.6e-01
Pass 3: incoming sigma_min 5.11e-01, floored 0, error 6.7e-15
Part of the initial unit columns outside the final span: 4.6e-15
Directions with singular value above 1e-8: 15
Grid ground state: -0.49968789 hartree
Closed form, unbounded grid: -0.49968789 hartree
Lowest Ritz value, truncated basis: -0.49544513 hartree
Lowest Ritz value, SVQB basis: -0.49754712 hartree
Highest Ritz value, truncated basis: 15.0 hartree
Highest Ritz value, SVQB basis: 560.0 hartree
Leading operation count per pass, 3 n m^2: 1228800
```
